# Capacitance of an Oxide-Lined Through-Silicon Via

A through-silicon via is a copper cylinder of radius $a=2.5$ µm and length $L=50$ µm. An oxide liner of thickness $t=0.2$ µm separates it from the silicon, which begins at radius $b=a+t=2.7$ µm. The relative permittivities are $\varepsilon_{ox}=3.9$ and $\varepsilon_s=11.7$. The silicon is p-type, with acceptor density $N=10^{15}$ cm⁻³, at 300 K unless stated otherwise.

Algebra is in atomic units: $e=\hbar=m_e=4\pi\varepsilon_0=1$. The voltage $V$ is that of the copper relative to the distant silicon, counted from flat band, the bias at which the silicon carries no net charge. The copper carries charge $Q$. Fixed and trapped oxide charge are left out.

## Part (a): the oxide capacitance

**Question.** Treat the whole of the silicon as an equipotential and neglect end effects. Derive the capacitance and evaluate it. What changes if 2.5 µm is the radius of the etched hole instead of the copper?

**Answer.** Away from the ends the field is radial. Apply Gauss's law to a cylinder of radius $r$ inside the liner. In these units the flux of $\varepsilon_{ox}E$ equals $4\pi$ times the enclosed charge:

$$\varepsilon_{ox}E(r)\,2\pi rL=4\pi Q,\qquad E(r)=\frac{2Q}{\varepsilon_{ox}Lr}.$$

For positive $Q$ the field points outward, so the copper is at the higher potential. The voltage across the liner is

$$V_{ox}=\int_a^b E\,dr=\frac{2Q}{\varepsilon_{ox}L}\ln\frac ba .$$

Since the silicon is an equipotential here, $V_{ox}$ is the whole voltage, and

$$C_{ox}=\frac{Q}{V_{ox}}=\frac{\varepsilon_{ox}L}{2\ln(b/a)} .$$

The length must be in bohr: $50$ µm is $9.449\times10^5$ bohr. With $\ln(2.7/2.5)=0.076961$,

$$C_{ox}=\frac{3.9\times9.449\times10^5}{2\times0.076961}=2.394\times10^7\ e^2/\text{Hartree}.$$

One atomic unit of capacitance is $5.888\times10^{-21}$ F, so $C_{ox}=141$ fF.

If 2.5 µm is the hole radius, the copper radius is 2.3 µm and the logarithm becomes $\ln(2.5/2.3)=0.08338$. The capacitance falls to $141\times0.07696/0.08338=130$ fF. A quoted via radius therefore needs to say which surface it refers to.

## Part (b): flat-capacitor estimate, liner thickness and ends

**Question.** How good is a flat-capacitor estimate? How much do a 10 % change in liner thickness and the fringe fields at the ends matter?

**Answer.** A flat capacitor of area $A$ has $C=\varepsilon_{ox}A/(4\pi t)$. Take the area at the mean radius $r_m=(a+b)/2=2.6$ µm, so that $A=2\pi r_mL$:

$$C_{flat}=\frac{\varepsilon_{ox}r_mL}{2t},\qquad \frac{C_{flat}}{C_{ox}}=\frac{r_m}{t}\ln\frac ba .$$

Put $x=t/(2r_m)$. Then $b=r_m(1+x)$ and $a=r_m(1-x)$, and the logarithm expands as

$$\ln\frac{1+x}{1-x}=2x+\frac{2x^3}{3}+\dots=\frac{t}{r_m}\left(1+\frac{t^2}{12r_m^2}+\dots\right).$$

The terms even in $x$ cancel, which is why the mean radius works so well. The estimate is high by $t^2/(12r_m^2)=0.05$ %, giving 141.03 fF against 140.96 fF. Using the copper radius for the area replaces $r_m$ by $a=r_m(1-x)$. This leaves a first-order error, and the result, 135.6 fF, is 3.8 % low.

Now hold the copper radius fixed and vary the liner. A liner 10 % thinner gives 156 fF, and one 10 % thicker gives 129 fF. The changes, $+10.7$ % and $-8.8$ %, follow mainly from the factor $1/t$. A 10 % change in thickness thus matters far more than the 0.05 % curvature error of the mean-radius estimate.

The fringe depends on what surrounds the ends. As a definite case, let the copper continue through 1 µm of the same oxide beyond each silicon face, with no pad and with zero normal field at the outer face of that oxide. A finite-volume solution of Laplace's equation in $r$ and $z$, with the coaxial part subtracted, gives 2.0 fF for the two ends together, or 1.4 % of $C_{ox}$. A metal pad facing the silicon would add its own capacitance.

## Part (c): silicon in accumulation

**Question.** A negative $V$ draws holes to the silicon surface. Show how closely the small-signal capacitance $C=dQ/dV$ approaches $C_{ox}$.

**Answer.** Let $\psi(x)$ be the potential at depth $x$ in the silicon, zero far inside and $\psi_s$ at the surface. Classical statistics give the hole density $Ne^{-\psi/kT}$. The accumulation layer will turn out to be much thinner than $b$, so a flat geometry suffices:

$$\psi''=-\frac{4\pi N}{\varepsilon_s}\left(e^{-\psi/kT}-1\right).$$

Multiply by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:

$$\tfrac12\psi'^2=\frac{4\pi N}{\varepsilon_s}\left[kT\left(e^{-\psi/kT}-1\right)+\psi\right].$$

In strong accumulation $\psi_s$ is negative and the exponential dominates the bracket. The surface field $F_s=|\psi'(0)|$ is then proportional to $e^{|\psi_s|/2kT}$. By Gauss's law the silicon charge is proportional to $F_s$, and it balances $Q$, so

$$|Q|\propto e^{|\psi_s|/2kT},\qquad C_s=\frac{d|Q|}{d|\psi_s|}=\frac{|Q|}{2kT}.$$

The total voltage is $V=\psi_s+Q/C_{ox}$. Differentiation with respect to $Q$ gives $1/C=1/C_{ox}+1/C_s$. Since $|Q|=C_{ox}|V-\psi_s|$,

$$\frac{C_{ox}}{C}-1=\frac{C_{ox}}{C_s}=\frac{2kT}{|V-\psi_s|}.$$

To obtain $\psi_s$, the cylindrical Poisson equation with mobile holes was solved on a radial grid by Newton's method, with the liner as boundary condition. At $V=-5$ V it gives $\psi_s=-0.171$ V. With $2kT=0.0517$ eV,

$$\frac{C_{ox}}{C}-1=\frac{0.0517}{4.829}=1.07\ \%.$$

Differentiating the numerical charge directly gives 1.06 %, or $C=139.5$ fF. At $-1$ V there is less charge in the layer, hence a smaller $C_s$, and the numerical capacitance is 134.2 fF, 4.8 % below $C_{ox}$. At 398 K and $-5$ V, with the other parameters held fixed, it is 139.0 fF. The value from part (a) is therefore approached from below as accumulation strengthens.

The approximations can be sized at $-5$ V. The surface field is 0.0775 MV/cm, so the layer thickness is of order $2kT/F_s\approx7$ nm, much less than $b$. The surface hole density is $7.5\times10^{17}$ cm⁻³. This is 750 times $N$, which justifies keeping the exponential alone. It is also well below a rough valence-band density of states of $3\times10^{19}$ cm⁻³, so classical statistics are adequate.

Quantum confinement pushes holes away from the interface. Its length scale in a field $F_s$ is $(2mF_s)^{-1/3}$, found by equating the kinetic energy $1/(2m\ell^2)$ to the potential energy $F_s\ell$. With a rough mass $m=0.3$ this is 2.5 nm. A shift of the charge by that whole length would act like $2.5\times3.9/11.7\approx0.8$ nm of extra oxide, or 0.4 % of the liner. This is a scale for the effect, not a calculated correction.

## Part (d): silicon in depletion

**Question.** A positive $V$ drives holes away. Assume that they are absent between $b$ and a radius $w$, with neutral silicon beyond. Find the small-signal capacitance at $V=+1$ V and judge the assumption.

**Answer.** The ionised acceptors have charge density $-N$. Neutrality of the whole structure requires

$$Q=\pi NL(w^2-b^2).$$

A cylinder of radius $r$ between $b$ and $w$ encloses the copper charge minus the acceptor charge inside it:

$$Q-\pi NL(r^2-b^2)=\pi NL(w^2-r^2).$$

Gauss's law then gives the field, which vanishes at $w$ as it should:

$$E(r)=\frac{2\pi N}{\varepsilon_s}\,\frac{w^2-r^2}{r}.$$

Integrating from $b$ to $w$ gives the potential drop in the silicon:

$$\psi_s=\frac{2\pi N}{\varepsilon_s}\left[w^2\ln\frac wb-\frac{w^2-b^2}{2}\right],\qquad V=\psi_s+\frac{Q}{C_{ox}} .$$

For the small-signal response, differentiate with respect to $w$:

$$\frac{dQ}{dw}=2\pi NLw,\qquad \frac{d\psi_s}{dw}=\frac{2\pi N}{\varepsilon_s}\left[2w\ln\frac wb+w-w\right]=\frac{4\pi Nw}{\varepsilon_s}\ln\frac wb .$$

The ratio $d\psi_s/dQ$ is the inverse capacitance of the depleted layer:

$$\frac1{C_d}=\frac{2\ln(w/b)}{\varepsilon_sL},\qquad \frac1C=\frac1{C_{ox}}+\frac1{C_d}.$$

$C_d$ is the capacitance of a coaxial layer of silicon between $b$ and $w$, because the added charge appears at the edge $w$.

The equation for $V$ is solved numerically for $w$, giving $w=3.327$ µm at 1 V. To see the two drops, note that $2\pi N/\varepsilon_s$ is 0.773 V/µm² in device units. The bracket is $2.311-1.889=0.422$ µm², so $\psi_s=0.326$ V. The copper charge is 95 fC, and $95/141=0.674$ V falls across the oxide. The sum is 1 V.

With $\ln(w/b)=0.2088$, scaling from the oxide result gives

$$C_d=141\times\frac{11.7}{3.9}\times\frac{0.07696}{0.2088}=156\ \text{fF},\qquad C=\frac{141\times156}{141+156}=74\ \text{fF}.$$

The via has lost nearly half its capacitance although its oxide is unchanged.

The radial equation with mobile holes gives 74.6 fF, so the abrupt-edge result of 74.0 fF is 0.75 % low relative to it. The first integral in part (c) explains the sign. For $\psi_s\gg kT$ the exponential is negligible and the bracket becomes $\psi_s-kT$, whereas an abrupt edge gives $\psi_s$. Holes spreading across the edge therefore raise the potential needed for a given charge by about $kT$. At fixed $V$ the depleted layer is slightly thinner and $C$ slightly larger.

This error should shrink with $kT$. Repeating the numerical solution at 30 K, with all acceptors kept ionised and other parameters fixed, reduces it to 0.08 %. That run is a mathematical limit, not a model of cold silicon.

Two limits mark where the formula stops working. As $V\to0$ it gives $w\to b$ and $C\to C_{ox}$, but the correction $kT$ is then no longer small compared with $\psi_s$, and the abrupt edge loses its meaning. At larger positive $V$, minority electrons collect at the surface. Their equilibrium density there is $(n_i^2/N)e^{\psi_s/kT}$. With a rough intrinsic density $n_i=10^{10}$ cm⁻³ and the numerical surface potential, this is $5\times10^{10}$ cm⁻³ at 1 V, negligible beside $N$. It grows steeply with bias and becomes comparable with $N$ near 1.5 V for these parameters. Electrons affect the equilibrium capacitance somewhat before that point, because they respond steeply to the surface potential. The depletion formula should therefore not be used for equilibrium near or above this bias.

## Part (e): resistance of the silicon

**Question.** Let the signal return through a grounded ring at radius $D=50$ µm that reaches through the full depth of the silicon, so that the current is radial, and take a rough hole mobility $\mu=450$ cm²/Vs. Treat the silicon as uniform, without a depletion or accumulation layer. What capacitance is seen at 0.1 GHz and at 1 GHz?

**Answer.** The conductivity is $\sigma=N\mu$ with $e=1$. A radial current $I$ has density $I/(2\pi rL)=\sigma E$. Integrating $E$ from $b$ to $D$ and dividing by $I$ gives the resistance. The silicon also carries displacement current, with a capacitance of the form found in part (a):

$$R=\frac{\ln(D/b)}{2\pi\sigma L},\qquad C_g=\frac{\varepsilon_sL}{2\ln(D/b)}.$$

Here $\sigma=0.0721$ Ω⁻¹cm⁻¹ and $\ln(50/2.7)=2.919$, so $R=1289$ Ω and $C_g=11.15$ fF. These two are in parallel with each other and in series with the liner. With $G=1/R$ and $C_t=C_{ox}+C_g$, the admittance at angular frequency $\omega$ is

$$Y=\frac{i\omega C_{ox}(G+i\omega C_g)}{G+i\omega C_t}.$$

Multiply numerator and denominator by $G-i\omega C_t$. The product of the two brackets in the numerator is

$$(G+i\omega C_g)(G-i\omega C_t)=G^2+\omega^2C_gC_t-i\omega GC_{ox},$$

because $C_g-C_t=-C_{ox}$. The factor $i\omega C_{ox}$ turns the real part of this product into the imaginary part of $Y$. Dividing by $\omega$ gives the effective parallel capacitance:

$$C_{eff}=\frac{\operatorname{Im}Y}{\omega}=C_{ox}\,\frac{1+\omega^2R^2C_gC_t}{1+\omega^2R^2C_t^2}.$$

At 1 GHz, $\omega RC_t=1.232$ and $\omega RC_g=0.0903$, so

$$C_{eff}=141\times\frac{1+0.111}{1+1.518}=62\ \text{fF}.$$

At 0.1 GHz both squared terms are a hundred times smaller, and $C_{eff}=139$ fF. In the low-frequency limit the silicon acts as a conductor and $C_{eff}\to C_{ox}$. In the high-frequency limit it acts as a dielectric and $C_{eff}\to C_{ox}C_g/C_t\approx10$ fF. The crossover depends on doping and on the distance and shape of the ground contact, so 1 GHz is not a universal boundary. A ring that touches only the top surface has a larger resistance than the full-depth ring assumed here.

## Part (f): field, leakage and the real device

**Question.** Where is the oxide field largest, and do breakdown or tunnelling limit the capacitor at a few volts? How does the model compare with a real via?

**Answer.** From part (a) the field varies as $1/r$, so away from the ends it peaks at the copper surface. Eliminating $Q$ gives

$$E_{max}=\frac{2Q}{\varepsilon_{ox}La}=\frac{V_{ox}}{a\ln(b/a)} .$$

This is 0.052 MV/cm per volt across the liner. With a rough breakdown field of 5 MV/cm for deposited oxide, the ideal liner would fail near $5/0.052\approx100$ V. This estimate assumes smooth, concentric walls and leaves out the ends, where a sharp silicon edge can raise the field above this value. Roughness, thin spots and defects concentrate the field, so it is not a safe operating voltage.

For tunnelling, take a rough barrier $\phi=3$ eV, a rough oxide mass $m=0.4$, and 5 V across a liner treated as flat. The barrier at depth $x$ is $\phi-Fx$, with $F=5/200=0.025$ eV/nm, and it reaches zero at $x=\phi/F=120$ nm. The semiclassical transmission factor is

$$T\approx\exp\left[-2\int_0^{\phi/F}\sqrt{2m(\phi-Fx)}\,dx\right]=\exp\left[-\frac{4\sqrt{2m}\,\phi^{3/2}}{3F}\right].$$

Its value is about $10^{-390}$. Tunnelling through a perfect liner is therefore negligible. Leakage through defects is outside this estimate.

The dimensions and doping are example inputs, to be replaced by those of the via in question. A real liner can vary in thickness along the depth, and the permittivity of deposited oxide can differ from 3.9, which changes $C_{ox}$ in proportion. The assumption that matters most is that the whole of the silicon, up to its surface, is at one potential. The metal work function and oxide charge set the flat-band voltage, and so decide whether a given applied voltage means accumulation or depletion. With a rough metal work function of 4.6 eV and no oxide charge, flat band on this p-type silicon lies near $-0.3$ V applied, and a positive oxide charge of $10^{11}$ cm⁻² moves it to about $-1.3$ V. Zero and positive applied voltages then mean depletion or inversion, and accumulation needs a negative bias. In this model, moving from strong accumulation to 1 V above flat band takes the low-frequency capacitance from about 139 to 75 fF. For a circuit estimate, 141 fF is the oxide contribution. It approximates the via's capacitance when the silicon is accumulated, the frequency is well below the crossover of part (e), and pads and neighbouring vias are counted separately.
